# Bardeen-Rickayzen-Tewordt thermal conductivity ratio for impurity scattering

## 1. The form of the answer

In an isotropic metal the heat current $\mathbf q$ can only be parallel to a small temperature gradient, so $\mathbf q=-\kappa\nabla T$ with a scalar $\kappa$. Atomic units are used in the algebra, and $T$ stands for $k_BT$. Then $\kappa$ has the dimension of 1/(length × time), as does $N_0v_F^2\tau T$, where $N_0$ is the normal density of states per spin and volume, $v_F$ the Fermi velocity and $\tau$ the normal-state transport time. Hence

$$
\kappa_s=N_0v_F^2\tau T\;\Phi\!\left(\frac{\Delta}{T},\frac{1}{\tau T},\frac{T}{E_F}\right), \tag{1}
$$

where $\Delta$ is the gap and $E_F$ the Fermi energy. $\Phi$ may also depend on the angular shape of the scattering.

We work to leading order in $T/E_F$ and in the kinetic regime $1/\tau\ll T,\Delta$. The impurity collision rate is proportional to the impurity concentration, so the response is proportional to $\tau$, which the prefactor already contains. At fixed scattering shape the ratio to the normal conductivity at the same temperature is therefore

$$
R\equiv\frac{\kappa_s}{\kappa_n}=R(y),\qquad y=\frac{\Delta(T)}{T},\qquad R(0)=1. \tag{2}
$$

Dimensions cannot supply the function $R(y)$. It depends on how the gap changes the density of states, the velocity and the lifetime of the excitations. The density of states cancels one of the two velocity factors in $\kappa$; the lifetime cancels the other.

The assumptions are an isotropic s-wave gap in weak-coupling mean-field theory, static non-magnetic impurities in the Born approximation, and particle-hole symmetry near the Fermi level. Phonons neither scatter the electrons nor count in $\kappa$.

## 2. Excitations and their velocity

Let $\xi$ be the normal-state energy measured from the Fermi level. The Bogoliubov matrix $\xi\tau_3+\Delta\tau_1$, with Pauli matrices $\tau_i$ in particle-hole space, has the positive eigenvalue and eigenvector $(u,v)$ given by

$$
E=\sqrt{\xi^2+\Delta^2},\quad u^2=\tfrac12\Big(1+\frac{\xi}{E}\Big),\quad v^2=\tfrac12\Big(1-\frac{\xi}{E}\Big),\quad uv=\frac{\Delta}{2E}. \tag{3}
$$

The group velocity at fixed $\Delta$ is

$$
\mathbf v_s=\frac{\partial E}{\partial\mathbf k}=\frac{dE}{d\xi}\,\frac{\partial\xi}{\partial\mathbf k}=\frac{\xi}{E}\,v_F\hat{\mathbf k}. \tag{4}
$$

Each energy $E>\Delta$ occurs on two branches, $\xi=\pm\sqrt{E^2-\Delta^2}$. On the branch $\xi<0$ the excitation moves against its wavevector. The density of states per branch is

$$
N_0\left|\frac{d\xi}{dE}\right|=N_0\frac{E}{|\xi|}. \tag{5}
$$

The product of (5) and the speed from (4) is $N_0v_F$, independent of the gap. This is a one-dimensional identity: $d\xi/dE$ times $dE/d\xi$ is one. It removes one power of velocity, whereas $\kappa$ contains two, one from the drive and one from the current.

## 3. The thermal drive

Let $f=1/(e^{E/T}+1)$ and let $f'$ denote its derivative with respect to $E$ at fixed $T$. In a temperature gradient both $T$ and $\Delta(T)$ vary in space. The steady kinetic equation is

$$
\mathbf v_s\cdot\nabla f_{\rm tot}-\nabla E\cdot\frac{\partial f_{\rm tot}}{\partial\mathbf k}=C[f_{\rm tot}], \tag{6}
$$

where $C$ is the collision term. Write $f_{\rm tot}=f+g$, with $g$ of first order in $\nabla T$. On the left only $f$ is needed at this order. Since $f$ depends on $E/T$,

$$
\nabla f=f'\Big(\nabla E-\frac ET\nabla T\Big),\qquad \frac{\partial f}{\partial\mathbf k}=f'\,\mathbf v_s. \tag{7}
$$

Inserting (7) in (6), the two terms with $\nabla E$ cancel:

$$
-\frac ET f'\,\mathbf v_s\cdot\nabla T=C[g]. \tag{8}
$$

The spatial variation of the gap thus gives no extra drive: the force it exerts balances the gradient it produces in the local equilibrium distribution.

## 4. The impurity matrix element

A non-magnetic potential acts equally on both spins,

$$
H_{\rm imp}=\sum_{\mathbf k\mathbf k'}V_{\mathbf k-\mathbf k'}\big(c^\dagger_{\mathbf k\uparrow}c_{\mathbf k'\uparrow}+c^\dagger_{-\mathbf k'\downarrow}c_{-\mathbf k\downarrow}\big). \tag{9}
$$

The second term has been relabelled, which leaves the momentum transfer $\mathbf k-\mathbf k'$ unchanged. In the basis $(c_{\mathbf k\uparrow},c^\dagger_{-\mathbf k\downarrow})$ its operators must be interchanged, which gives a minus sign and a constant. The potential therefore enters as $V\tau_3$, and the amplitude for scattering an excitation is $V(uu'-vv')$. Using (3),

$$
\begin{aligned}
(uu'-vv')^2&=u^2u'^2+v^2v'^2-2(uv)(u'v')\\
&=\tfrac14\Big[\Big(1+\frac{\xi}{E}\Big)\Big(1+\frac{\xi'}{E'}\Big)+\Big(1-\frac{\xi}{E}\Big)\Big(1-\frac{\xi'}{E'}\Big)\Big]-\frac{\Delta^2}{2EE'}\\
&=\tfrac12\Big(1+\frac{\xi\xi'-\Delta^2}{EE'}\Big). 
\end{aligned}\tag{10}
$$

A static impurity conserves energy, so $E'=E$ and $\xi'=\pm\xi$. The two cases are

$$
\xi'=\xi:\ \tfrac12\,\frac{E^2+\xi^2-\Delta^2}{E^2}=\frac{\xi^2}{E^2};\qquad
\xi'=-\xi:\ \tfrac12\,\frac{E^2-\xi^2-\Delta^2}{E^2}=0. \tag{11}
$$

In this model an excitation never changes branch. Near the gap edge it is an almost equal mixture of electron and hole. The potential acts on these parts with opposite signs, so scattering becomes weak.

## 5. The lifetime and the mean free path

For elastic scattering the gain and loss terms combine as $f_{\mathbf k}(1-f_{\mathbf k'})-f_{\mathbf k'}(1-f_{\mathbf k})=f_{\mathbf k}-f_{\mathbf k'}$. With impurity density $n_i$, the golden rule gives

$$
C[g]_{\mathbf k}=-2\pi n_iN_0\!\int\! d\xi'\!\int\!\frac{d\Omega'}{4\pi}|V(\theta)|^2(uu'-vv')^2\delta(E-E')\,(g_{\mathbf k}-g_{\mathbf k'}), \tag{12}
$$

where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. The delta function supplies $E/|\xi|$ on each branch, by (5), and (11) leaves the initial branch alone, with weight $\xi^2/E^2$. Defining $w(\theta)=2\pi n_iN_0|V(\theta)|^2$,

$$
C[g]_{\mathbf k}=-\frac{|\xi|}{E}\int\frac{d\Omega'}{4\pi}\,w(\theta)\,\big[g(\xi,\hat{\mathbf k})-g(\xi,\hat{\mathbf k}')\big]. \tag{13}
$$

The drive (8) is proportional to $\hat{\mathbf k}\cdot\nabla T$, so try $g=A(\xi)\,\hat{\mathbf k}\cdot\nabla T$. Averaging $\hat{\mathbf k}'$ over the azimuth around $\hat{\mathbf k}$ gives $\cos\theta\,\hat{\mathbf k}$. Hence

$$
C[g]=-\frac{g}{\tau_s},\qquad \frac1{\tau_s}=\frac{|\xi|}{E}\frac1\tau,\qquad \frac1\tau=\int\frac{d\Omega'}{4\pi}\,w(\theta)(1-\cos\theta). \tag{14}
$$

The trial form solves the linearized equation without a further relaxation-time approximation, for any angular dependence $w(\theta)$. Setting $\Delta=0$ gives $\tau_s=\tau$, which identifies $\tau$ as the normal transport time. A part of $g$ that is isotropic on each branch could be added, since (13) annihilates it, but it carries no current and is set to zero.

The lifetime grows towards the gap edge as the speed falls. From (4) and (14),

$$
|\mathbf v_s|\,\tau_s=\frac{|\xi|}{E}v_F\cdot\frac{E}{|\xi|}\tau=v_F\tau\equiv\ell. \tag{15}
$$

The transport mean free path $\ell$ is the same in both states and at every excitation energy. This is the second cancellation.

Equations (8) and (14) give the deviation

$$
g=\tau_s\frac ETf'\,\mathbf v_s\cdot\nabla T. \tag{16}
$$

It is negative for excitations moving towards the hot side, because $f'<0$: they come from a colder region.

One more current must be checked. With the condensate at rest, the particle current is proportional to $\sum_{\mathbf k}\mathbf k\,g_{\mathbf k}$, because the electron part $u^2$ and the hole part $v^2$ of an excitation contribute with the same sign and add to one. By (4), $g$ is odd in $\xi$. The two branches cancel at leading order in particle-hole symmetry, so zero electric current is consistent with a condensate at rest and no counterflow is needed.

## 6. The conductivity and the ratio

The heat current is the sum over both spins of the excitation energy times the velocity, weighted by $g$. Replacing $v_iv_j$ by its angular average $\delta_{ij}v_s^2/3$,

$$
\mathbf q=2\sum_{\mathbf k}E\,\mathbf v_s\,g
\quad\Rightarrow\quad
\kappa_s=\frac{2N_0}{3T}\int_{-\infty}^{\infty}d\xi\;E^2v_s^2\tau_s\,(-f'). \tag{17}
$$

The two branches contribute equally, which doubles the integral over $\xi>0$. Changing the variable to $E$ brings in the density-of-states factor:

$$
\kappa_s=\frac{4N_0v_F^2\tau}{3T}\int_\Delta^\infty dE\;E^2(-f')\;
\underbrace{\frac{E}{|\xi|}}_{\text{states}}\;
\underbrace{\frac{\xi^2}{E^2}}_{\text{velocity}^2}\;
\underbrace{\frac{E}{|\xi|}}_{\text{lifetime}}. \tag{18}
$$

The marked factors multiply to one, so

$$
\kappa_s=\frac{4N_0v_F^2\tau}{3T}\int_\Delta^\infty dE\,E^2(-f'). \tag{19}
$$

For the normal state the lower limit is zero. With $x=E/T$ and one integration by parts,

$$
\int_0^\infty\!\frac{x^2e^x\,dx}{(e^x+1)^2}=2\int_0^\infty\!\frac{x\,dx}{e^x+1}=2\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{6}, \tag{20}
$$

and therefore

$$
\kappa_n=\frac{4N_0v_F^2\tau}{3T}\cdot\frac{\pi^2T^2}{6}=\frac{2\pi^2}{9}N_0v_F^2\tau T. \tag{21}
$$

Dividing (19) by (21) gives the Bardeen-Rickayzen-Tewordt ratio

$$
\boxed{R(y)=\frac{6}{\pi^2}\int_y^\infty\frac{x^2e^x}{(e^x+1)^2}\,dx.} \tag{22}
$$

The integrand is that of the normal metal. Thus $R$ is the fraction of the normal heat current carried by electrons and holes with $|\xi|>\Delta$. The gap removes the low-energy part and leaves the contribution of each remaining energy interval unchanged.

For a closed form, put $F(x)=1/(e^x+1)$, which satisfies $F=-\frac{d}{dx}\ln(1+e^{-x})$. Two integrations by parts give

$$
\int_y^\infty x^2(-F')\,dx=y^2F(y)+2y\ln(1+e^{-y})+2\int_y^\infty\ln(1+e^{-x})\,dx. \tag{23}
$$

Expanding the last logarithm in powers of $e^{-x}$ and integrating gives $\sum_n(-1)^{n+1}e^{-ny}/n^2=-{\rm Li}_2(-e^{-y})$. Thus

$$
R=\frac6{\pi^2}\Big[\frac{y^2}{e^y+1}+2y\ln(1+e^{-y})-2\,{\rm Li}_2(-e^{-y})\Big]. \tag{24}
$$

## 7. Low temperature and the transition

**Low temperature.** For $y\gg1$ each of $F(y)$, $\ln(1+e^{-y})$ and $-{\rm Li}_2(-e^{-y})$ tends to $e^{-y}$, so

$$
R\simeq\frac6{\pi^2}(y^2+2y+2)\,e^{-y}, \tag{25}
$$

with a relative correction of order $e^{-y}$. At $T=0.2\,T_c$, where $y=8.818$, this gives $8.763\times10^{-3}$ against $8.762\times10^{-3}$ from (24). Any parallel heat channel that falls more slowly than exponentially, such as a power law from phonons, eventually exceeds the electronic one on cooling. A measured total conductivity then no longer tests (22).

**Near the transition.** For small $x$ the integrand in (22) is $x^2/4$, so the missing part is

$$
1-R\simeq\frac6{\pi^2}\int_0^y\frac{x^2}{4}\,dx=\frac{y^3}{2\pi^2}. \tag{26}
$$

The temperature dependence of $y$ follows from the weak-coupling gap equation. Subtracting its form at $T_c$ removes the coupling constant and the cutoff:

$$
\int_0^\infty d\xi\Big[\frac{\tanh(\xi/2T_c)}{\xi}-\frac{\tanh(E/2T)}{E}\Big]=0. \tag{27}
$$

Add and subtract $\tanh(\xi/2T)/\xi$. The difference of the two gapless terms integrates to $\ln(T/T_c)$, because each grows as the logarithm of its upper limit divided by temperature. For the rest use $\tanh(E/2T)/E=4T\sum_{n\ge0}(\omega_n^2+E^2)^{-1}$ with $\omega_n=(2n+1)\pi T$, and integrate over $\xi$:

$$
\ln\frac{T}{T_c}=2\pi T\sum_{n\ge0}\Big[\frac1{\sqrt{\omega_n^2+\Delta^2}}-\frac1{\omega_n}\Big]
\simeq-\pi T\Delta^2\sum_{n\ge0}\frac1{\omega_n^3}=-\frac{7\zeta(3)}{8\pi^2}\,y^2. \tag{28}
$$

The last step uses $\sum_{n\ge0}(2n+1)^{-3}=7\zeta(3)/8$. With $\ln(T/T_c)\simeq-(1-T/T_c)$, equations (26) and (28) give

$$
1-R\simeq C\Big(1-\frac T{T_c}\Big)^{3/2},\qquad C=\frac1{2\pi^2}\Big[\frac{8\pi^2}{7\zeta(3)}\Big]^{3/2}=1.456. \tag{29}
$$

Since the power exceeds one, $R$ has zero slope at $T_c$, and $\kappa_s$ joins $\kappa_n$ without a kink. The kinetic derivation assumes $\Delta\gg1/\tau$, which fails close enough to $T_c$; Section 9 notes that this restricts the derivation, not the result (22). At $T=0.999\,T_c$ the full expression gives $(1-R)/(1-T/T_c)^{3/2}=1.457$.

## 8. What the lifetime contributes

Suppose that $\tau_s$ were replaced by the constant $\tau$. The last factor in (18) would be absent and one factor $|\xi|/E$ would survive. With $s=|\xi|/T$ and $E\,dE=\xi\,d\xi$,

$$
R_{\rm const}=\frac6{\pi^2}\int_0^\infty ds\,s^2\,h\big(\sqrt{s^2+y^2}\big),\qquad h(x)=\frac{e^x}{(e^x+1)^2}. \tag{30}
$$

The behaviour at $T_c$ would then be different. To first order in $y^2$, $h(\sqrt{s^2+y^2})\simeq h(s)+y^2h'(s)/(2s)$, and

$$
1-R_{\rm const}\simeq-\frac{6}{\pi^2}\frac{y^2}{2}\int_0^\infty s\,h'(s)\,ds=\frac{3y^2}{\pi^2}\int_0^\infty h\,ds=\frac{3y^2}{2\pi^2}, \tag{31}
$$

because $\int_0^\infty h\,ds=F(0)=\tfrac12$. By (28), $y^2$ is linear in $1-T/T_c$, so the ratio would have a finite slope just below $T_c$. The smooth joining in (29) therefore depends on the coherence factor as well as on the spectrum.

The cancellation also depends on the type of impurity. If the potential has opposite sign for the two spins, the sign change after (9) is undone and the amplitude is $uu'+vv'$. The same algebra as in (10) gives

$$
(uu'+vv')^2=\tfrac12\Big(1+\frac{\xi\xi'+\Delta^2}{EE'}\Big), \tag{32}
$$

which at $E'=E$ equals $1$ on the same branch and $\Delta^2/E^2$ on the other. Neither the rate (14) nor branch conservation survives, so (22) cannot be carried over. A gap that varies with direction also invalidates the derivation, since $|\xi|$ at fixed $E$ then differs between initial and final states.

## 9. Validity near the gap edge

The two branches at energy $E$ are separated in wavevector by $2|\xi|/v_F$. They are distinct only if this exceeds the wavevector uncertainty, which is set by the total scattering rate. If the scattering is not concentrated at small angles, that rate is comparable with $1/\tau$ and the uncertainty is of order $1/\ell$. The branches are then distinct if $|\xi|$ exceeds a value of order $1/\tau$, and the kinetic description is not justified in a narrow strip around $\xi=0$. For mainly small-angle scattering the strip is wider, and the estimate below does not apply.

The heat that (19) assigns to this strip can be estimated. With $E\,dE=\xi\,d\xi$, its share of the integral is

$$
\delta\simeq\frac{\int_0^{1/\tau}\xi\,d\xi\;\Delta\,[-f'(\Delta)]}{\int_\Delta^\infty dE\,E^2(-f')}
=\frac{y\,h(y)}{2(\tau T)^2}\,\frac{6}{\pi^2R}. \tag{33}
$$

This is second order in $1/(\tau T)$. It estimates the weight of the states for which the kinetic argument is not justified. The restriction belongs to the method, not to the result. In a Green-function (Kubo) treatment with self-consistent Born self-energy and ladder vertex corrections, not derived here, non-magnetic impurities renormalize frequency and gap by the same factor. The integrand of (19) is then recovered at every $E>\Delta$, with zero below the gap. For an isotropic gap and $k_F\ell\gg1$, (22) therefore holds also when $1/\tau$ exceeds $T$ and $\Delta$, as in dirty alloys, and for forward-peaked scattering.

## 10. A worked case

Take a free-electron model metal with $k_F=1.20$ Å$^{-1}$, $\ell=10^6$ Å and $k_BT_c=10^{-3}$ eV, at $T=T_c/2$. The Fermi energy is $5.486$ eV, and $\hbar v_F=2E_F/k_F=9.144$ eV Å. The scattering energy is $\hbar/\tau=\hbar v_F/\ell=9.14\times10^{-6}$ eV, far below both $k_BT=5\times10^{-4}$ eV and the gap $\Delta=1.688\times10^{-3}$ eV.

At $E=1.5\,\Delta$ the velocity factor is $|\xi|/E=\sqrt{1-1/1.5^2}=0.745$. The density of states and the lifetime are each enhanced by $1/0.745=1.342$. The three contributions combine as

$$
1.342\times0.745^2\times1.342=1.00. \tag{34}
$$

The gap parameter is $y=1.688/0.500=3.376$, and (24) gives $R=0.408$. A constant lifetime would give $0.257$, which is 37% lower relative to $R$. From (33), with $h(3.376)=0.0320$ and $1/(\tau T)=0.0183$, the strip near the gap edge has a share

$$
\delta\simeq\frac{3.376\times0.0320\times0.0183^2}{2}\times\frac{6}{\pi^2\times0.408}\approx3\times10^{-5}. \tag{35}
$$

For the absolute values, let $D=2N_0=k_F^3/(2\pi^2E_F)=0.01596$ eV$^{-1}$ Å$^{-3}$ be the density of states for both spins. Restoring units in (21),

$$
\frac{\hbar\kappa_n}{k_B}=\frac{\pi^2}{9}D\,(\hbar v_F)\,\ell\,k_BT=\frac{k_F^2\,\ell\,k_BT}{9}=\frac{1.44\times10^6\times5\times10^{-4}}{9}=80.0\ \text{eV/Å}. \tag{36}
$$

The second form follows from inserting $D$ and $\hbar v_F$, whereupon $E_F$ drops out. The superconducting value is $0.4083\times80.0=32.7$ eV/Å. In SI units, $\kappa_n=1.68\times10^4$ and $\kappa_s=6.85\times10^3$ W/(m K). These large values reflect the chosen mean free path of 0.1 mm. The ratio does not depend on that choice within the kinetic regime. In a real metal this pure, phonon scattering at this temperature (5.8 K) can be comparable with impurity scattering, and it exceeds it by far when the Debye temperature is low and the coupling strong, as in lead. Elemental metals with $T_c$ near 10 K are also not weak-coupling: scaling the gap to $\Delta(0)/k_BT_c=1.9$ or $2.2$ instead of $1.76$ lowers $R(T_c/2)$ from $0.41$ to about $0.35$ or $0.25$. The example therefore illustrates the impurity-limited model and does not predict a measured conductivity.

The numerical output lists $R$ from $0.1\,T_c$ to $0.95\,T_c$, together with values at three temperatures from a direct solution of the kinetic equation in angle and branch for anisotropic scattering. That solution does not presuppose (15), and it agrees with (24) to the seven decimals shown.

## Values computed for the example and the checks

```
INPUTS
Fermi wavevector = 1.20 1/angstrom
transport mean free path = 1.0e+06 angstrom
k_B Tc = 1.00e-03 eV
GAP AND RATIO: T/Tc, gap (1e-3 eV), gap/(k_B T), R
0.10  1.7639  17.6388  4.6293e-06
0.20  1.7637  8.8183  8.7621e-03
0.30  1.7588  5.8627  8.2945e-02
0.40  1.7375  4.3437  2.3096e-01
0.50  1.6878  3.3757  4.0828e-01
0.60  1.5998  2.6664  5.8180e-01
0.70  1.4619  2.0884  7.3503e-01
0.80  1.2542  1.5677  8.6022e-01
0.90  0.9284  1.0316  9.5226e-01
0.95  0.6708  0.7061  9.8342e-01
KINETIC SOLUTION: T/Tc, R from solver, R from formula
0.30  0.0829450  0.0829450
0.50  0.4082837  0.4082837
0.90  0.9522604  0.9522604
FACTORS AT E = 1.5 gap (relative to normal state)
density of states = 1.3416
group velocity = 0.7454
lifetime = 1.3416
mean free path = 1.000000
density * velocity^2 * lifetime = 1.000000
golden-rule rate, smeared sum = 0.7454
LIMITS
low-T form of R at T/Tc=0.2 = 8.7633e-03
coefficient C near Tc, formula = 1.4562
(1-R)/(1-t)^1.5 at t=0.999 = 1.4567
EXAMPLE AT T/Tc = 0.5
Fermi energy = 5.4864 eV
hbar v_F = 9.1440 eV angstrom
hbar/tau = 9.144e-06 eV
k_B T = 5.00e-04 eV
density of states, both spins = 0.01596 1/(eV angstrom^3)
R = 0.4083
R if lifetime were constant = 0.2570
hbar kappa_n/k_B = 80.000 eV/angstrom
hbar kappa_s/k_B = 32.663 eV/angstrom
kappa_n converted = 1.6781e+04 W/(m K)
kappa_s converted = 6.8512e+03 W/(m K)
```
